# Why an insulator's long-wave dielectric response stays bounded

Take a cubic model crystal with lattice constant \(a=6\) bohr and two electrons per cell, and an electron gas of the same density. Disturb each with the longest wave that fits into a box of 5, 10 or 20 lattice constants. The gas has dielectric function 19.7, 76.3 and 302.5. The crystal has 1.85, 1.91 and 1.93. The Coulomb factor \(4\pi/q^2\) is the same in both and grows sixteenfold over this range. Something in the crystal cancels it, and the cancellation leaves a number of order one. What sets that number?

Hartree atomic units are used, and potentials are potential energies of an electron.

## 1. The simplest insulator: electrons on springs

Put two electrons into each of many well-separated harmonic wells of frequency \(\omega\), with mean density \(n\). A slowly varying potential \(V(x)\) has nearly constant slope \(V'\) across one well, and

\[
\tfrac12\omega^2x^2+V'x=\tfrac12\omega^2\left(x+\frac{V'}{\omega^2}\right)^2-\frac{V'^2}{2\omega^2}.
\]

The well keeps its shape and moves by \(u=-V'/\omega^2\). Averaged over cells, a displacement \(u(x)\) changes the density by \(\delta n=-\partial_x(nu)\), since charge piles up where more flows in than out. For \(V\propto e^{iqx}\), \(V''=-q^2V\), so

\[
\delta n=\frac{n}{\omega^2}V''=-\frac{nq^2}{\omega^2}V .
\]

The response \(\chi_0=\delta n/V\) carries two factors of \(q\). A constant potential moves nothing, which costs one derivative. A uniform displacement piles up nothing, which costs the other. With \(v(q)=4\pi/q^2\),

\[
\epsilon=1-v\chi_0=1+\frac{4\pi n}{\omega^2}.
\]

Stiff springs give \(\epsilon\to1\); soft springs give a divergence, as unbound electrons should. In a crystal there are many transition energies instead of one \(\omega\), and the electrons are not confined to single cells.

## 2. The response of a general insulator

Let independent electrons, for instance Kohn-Sham electrons at zero temperature, have the Hamiltonian \(H=p^2/2+v_{\rm eff}(\mathbf r)\) with a local potential. The sample has volume \(\mathcal V\) and periodic boundary conditions. Spin-orbitals \(i\) with energies \(e_i\) are filled or empty, and the two groups are separated by the fundamental gap \(E_g>0\).

A weak real potential \(U\) changes a filled orbital by

\[
\delta\psi_i=\sum_{j\ne i}\psi_j\frac{U_{ji}}{e_i-e_j},\qquad U_{ji}=\langle j|U|i\rangle .
\]

The density changes by \(\delta n=\sum_i(\psi_i^*\delta\psi_i+\text{c.c.})\). Its overlap with a function \(W\) is

\[
\int W^*\delta n\,d^3r=\sum_{i\,\rm filled}\sum_{j\neq i}\frac{(W^*)_{ij}U_{ji}+U_{ij}(W^*)_{ji}}{e_i-e_j}.
\]

If \(j\) is also filled, exchanging \(i\) and \(j\) leaves the numerator unchanged and reverses the denominator, so these terms cancel in pairs. The expression is linear in \(U\) and therefore extends to complex \(U\). Set \(U=W=V\) and use \((V^*)_{ij}=(V_{ji})^*\):

\[
-\langle V|\chi_0|V\rangle=\sum_{i\,\rm filled}\ \sum_{j\,\rm empty}\frac{|V_{ji}|^2+|V_{ij}|^2}{e_j-e_i}\ \ge 0. \tag{1}
\]

For \(V=e^{i\mathbf q\cdot\mathbf r}\), define

\[
\chi_{0,00}(\mathbf q)=\frac1{\mathcal V}\langle V|\chi_0|V\rangle,\qquad
\epsilon_{00}(\mathbf q)=1-\frac{4\pi}{q^2}\chi_{0,00}(\mathbf q).
\]

The subscript 00 says that the density is read off at the same wavevector as the applied potential. In a crystal a wave \(\mathbf q\) also excites waves \(\mathbf q+\mathbf G\), where \(\mathbf G\) is a reciprocal lattice vector. Section 5 takes them into account.

## 3. Where the two powers of q come from

The momentum operator obeys \(\mathbf pV=V(\mathbf p+\mathbf q)\), hence \(p^2V=V(\mathbf p+\mathbf q)^2\). The local potential commutes with \(V\), so

\[
[H,V]=V\left(\mathbf q\cdot\mathbf p+\tfrac12q^2\right).
\]

Taking the matrix element between \(j\) and \(i\) gives

\[
(e_j-e_i)V_{ji}=\langle j|V(\mathbf q\cdot\mathbf p+\tfrac12q^2)|i\rangle. \tag{2}
\]

The right side is of order \(q\). The energy difference on the left is at least \(E_g\), so \(V_{ji}\) itself is of order \(q\). To see that the infinite sum over \(j\) does not spoil this, insert (2) into the first part of (1), use \((e_j-e_i)^{-3}\le E_g^{-3}\), and extend the sum over \(j\) to a complete set:

\[
\sum_{j\,\rm empty}\frac{|V_{ji}|^2}{e_j-e_i}\le\frac1{E_g^3}\left\|(\mathbf q\cdot\mathbf p+\tfrac12q^2)\psi_i\right\|^2 .
\]

The factor \(V\) has dropped out because multiplication by a phase preserves the norm. The second part of (1) is the same with \(\mathbf q\to-\mathbf q\). Thus \(\chi_{0,00}=O(q^2)\) whenever there is a gap.

For the coefficient, label filled states by \(v\mathbf k\) and empty ones by \(c\), with \(N_k\) wavevectors and cell volume \(\Omega\), so that \(\mathcal V=N_k\Omega\). The potential connects \(v\mathbf k\) to \(c,\mathbf k+\mathbf q\). With time-reversal symmetry the two parts of (1) are equal after summing over \(\mathbf k\). This gives a factor 2, and spin gives another. As \(q\to0\), equation (2) reduces to \(V_{ji}\to q\langle c\mathbf k|p_q|v\mathbf k\rangle/(e_{c\mathbf k}-e_{v\mathbf k})\), where \(p_q\) is the momentum component along \(\mathbf q\). Therefore

\[
-\frac{\chi_{0,00}}{q^2}\to\frac{4}{\Omega N_k}\sum_{\mathbf k vc}\frac{|\langle c\mathbf k|p_q|v\mathbf k\rangle|^2}{(e_{c\mathbf k}-e_{v\mathbf k})^3}. \tag{3}
\]

**Check on the springs.** One filled level per well couples to one excited level, with \(|\langle1|p|0\rangle|^2=\omega/2\). Equation (3) gives \((4/\Omega)(\omega/2)/\omega^3=2/(\Omega\omega^2)=n/\omega^2\), as in section 1.

**Check on the crystal.** The model potential is \(-V_0[\cos Gx+\cos Gy+\cos Gz]\) with \(G=2\pi/a\) and \(V_0=0.3\) hartree. Its states are products of one-dimensional Bloch states, and the two electrons per cell fill the lowest product band. Equation (3) gives 0.074704 in atomic units; the sum over states at \(q=0.001\) bohr\(^{-1}\) gives the same digits. Hence

\[
\epsilon_{00}(q\to0)=1+4\pi\times0.0747=1.94 .
\]

Equation (1) was also tested against the density of a perturbed five-cell supercell, obtained by finite differences. Both routes give \(-\chi_{0,00}=0.00296\) in atomic units.

**Check on a metal.** Without a gap, the division in (2) fails. In the electron gas a slow potential shifts the local Fermi energy: \(k_F^2/2=\mu-V\) and \(n=k_F^3/(3\pi^2)\). Then

\[
-\chi_0\to\frac{dn}{d\mu}=\frac{k_F^2}{\pi^2}\frac{dk_F}{d\mu}=\frac{k_F}{\pi^2},
\]

because \(dk_F/d\mu=1/k_F\). Nothing cancels \(4\pi/q^2\). At the density of the crystal \(k_F/\pi^2=0.0658\), and for \(q=0.05236\) bohr\(^{-1}\) the estimate is \(1+4\pi(0.0658)/q^2\approx303\). This agrees with the last gas value in the opening comparison, 302.5, which comes from the full response at finite \(q\).

## 4. A bound that needs no matrix elements

Equation (3) requires every band. A bound requires much less, because the same matrix elements, weighted by \(e_j-e_i\) instead of its inverse, have a known sum.

Let \(V\) be any smooth function compatible with the boundary conditions. From \(H=-\nabla^2/2+v_{\rm eff}\),

\[
[H,V]=-\tfrac12(\nabla^2V)-\nabla V\cdot\nabla .
\]

The first term commutes with \(V^*\). Acting on a test function \(f\), the second gives

\[
[V^*,[H,V]]f=-V^*\nabla V\cdot\nabla f+\nabla V\cdot\nabla(V^*f)=|\nabla V|^2f .
\]

Now take the expectation value in orbital \(i\) and insert a complete set between the operators:

\[
\langle i|V^*[H,V]|i\rangle=\sum_j(e_j-e_i)|V_{ji}|^2,
\]
\[
-\langle i|[H,V]V^*|i\rangle=-\sum_j(e_i-e_j)|V_{ij}|^2=\sum_j(e_j-e_i)|V_{ij}|^2 .
\]

Add the two lines and sum over filled \(i\). For filled \(j\) the summand changes sign when \(i\) and \(j\) are exchanged, so those terms vanish in total. What remains is the f-sum rule,

\[
\sum_{i\,\rm filled}\ \sum_{j\,\rm empty}(e_j-e_i)\left(|V_{ji}|^2+|V_{ij}|^2\right)=\int n(\mathbf r)|\nabla V|^2d^3r. \tag{4}
\]

Every transition energy satisfies \(w=e_j-e_i\ge E_g\), so \(1/w=w/w^2\le w/E_g^2\). Applied term by term to (1), this yields

\[
-\langle V|\chi_0|V\rangle\le\frac1{E_g^2}\int n(\mathbf r)|\nabla V|^2d^3r. \tag{5}
\]

For a plane wave \(|\nabla V|^2=q^2\), and the integral is \(\mathcal Vnq^2\), with \(n\) the mean density. Therefore, at every \(\mathbf q\),

\[
0\le-\chi_{0,00}(\mathbf q)\le\frac{nq^2}{E_g^2},\qquad
1\le\epsilon_{00}(\mathbf q)\le1+\frac{4\pi n}{E_g^2}. \tag{6}
\]

The \(q^2\) law appears again, now with an explicit limit on its coefficient. Since \(4\pi n\) is the squared plasma frequency of the mean density, the bound compares the plasma frequency with the gap.

As \(q\to0\) the allowed transitions become vertical, and their energies approach values no smaller than the minimum direct gap \(E_d\). In that limit \(E_d\) may replace \(E_g\) in (6).

**Numbers.** The crystal has \(4\pi n=0.1164\) hartree\(^2\), \(E_g=0.209\) hartree (5.69 eV) and \(E_d=0.2945\) hartree:

\[
1+\frac{0.1164}{0.209^2}=3.66,\qquad 1+\frac{0.1164}{0.2945^2}=2.34 .
\]

The computed value 1.94 lies below both. The distance has a simple reading. By (4), the weights \(w(|V_{ji}|^2+|V_{ij}|^2)\), divided by their sum, form a normalized distribution of transition energies, and (1) gives \(\epsilon_{00}-1=4\pi n\langle w^{-2}\rangle\). An effective energy \(\langle w^{-2}\rangle^{-1/2}=\sqrt{0.1164/0.939}=0.352\) hartree would reproduce the result. It lies above the direct gap mainly because the vertical transition into the lowest band that the wave can reach costs \(E_d\) only at its minimum and more elsewhere in the zone. These transitions carry 96% of the weight and by themselves give 0.347 hartree; higher bands supply the small remainder.

**Limit of deep wells.** For \(V_0=3\) hartree the gap is 1.66 hartree, \(\epsilon_{00}=1.0420\), and the bound is 1.0421. The ratio of the two excesses over one equals \(\langle E_g^2/w^2\rangle\), here 0.998. Almost all the weight sits close to the gap, as in the spring model, where the bound becomes an equality at long wavelength.

## 5. Is this number an eigenvalue?

If the coupling between \(\mathbf q\) and \(\mathbf q+\mathbf G\) is neglected, a plane wave is an eigenvector of the dielectric operator, and \(\epsilon_{00}\) is its eigenvalue in the random-phase approximation (RPA). Bound (6) then limits the long-wavelength eigenvalue. In a crystal this coupling, called local fields, is present, and the statement has to be changed.

Use the symmetrized matrix \(\tilde\epsilon=1-v^{1/2}\chi_0v^{1/2}\). It has the same eigenvalues as \(1-v\chi_0\), and the same 00 elements of itself and of its inverse, since the two differ by a similarity transformation with the diagonal matrix \(v^{1/2}\). Let \(f\) be a normalized eigenvector with eigenvalue \(\lambda\), and set \(V=v^{1/2}f\). The component of \(V\) at \(\mathbf q+\mathbf G\) is \(\sqrt{4\pi}f_{\mathbf G}/|\mathbf q+\mathbf G|\). The gradient multiplies it by \(|\mathbf q+\mathbf G|\) in magnitude, so

\[
\int|\nabla V|^2d^3r=4\pi\sum_{\mathbf G}|f_{\mathbf G}|^2=4\pi .
\]

Equation (5) now gives

\[
\lambda-1=-\langle V|\chi_0|V\rangle\le\frac1{E_g^2}\int n|\nabla V|^2d^3r\le\frac{4\pi n_{\max}}{E_g^2}, \tag{7}
\]

where \(n_{\max}\) is the peak density. The mean density is replaced by a density weighted with the squared field of the mode.

Two further inequalities place \(\epsilon_{00}\). It is an expectation value of \(\tilde\epsilon\), so \(\epsilon_{00}\le\lambda_{\max}\). The macroscopic dielectric constant with local fields is \(\epsilon_M=1/(\tilde\epsilon^{-1})_{00}\) as \(q\to0\). Because \(\tilde\epsilon\) is positive, the Cauchy-Schwarz inequality for the vectors \(\tilde\epsilon^{1/2}|0\rangle\) and \(\tilde\epsilon^{-1/2}|0\rangle\) gives \(1\le\tilde\epsilon_{00}(\tilde\epsilon^{-1})_{00}\), hence

\[
\epsilon_M\le\epsilon_{00}\le\lambda_{\max}.
\]

So (6) also bounds \(\epsilon_M\), but it does not bound \(\lambda_{\max}\).

**Numbers.** For the moderate crystal at \(q=0.0105\) bohr\(^{-1}\), \(\epsilon_M=1.68\), \(\epsilon_{00}=1.94\) and \(\lambda_{\max}=2.46\). The last already exceeds 2.34, the mean-density bound with the direct gap. It remains far below the 31.4 allowed by (7), which is a loose limit here.

The deep crystal is a sharper case. Its mean-density bound is 1.042, yet \(\lambda_{\max}\) is at least 1.46; the word "at least" applies because leaving out local-field waves \(\mathbf q+\mathbf G\) of the matrix and positive transition terms can lower this eigenvalue but not raise it. This argument does not cover the \(4\times2\times2\) mesh of wavevectors used for the sum, but refining it to \(4\times4\times4\) leaves the eigenvalue at 1.461. That value keeps three multiples of \(G\) on each side along each axis; with five or more the eigenvalue rises by 0.01 and settles at 1.471. Read backwards, (7) says where such a mode lives. Its field-weighted density must be at least \(0.46\times1.66^2/(4\pi)=0.10\) bohr\(^{-3}\), about eleven times the mean. A uniform field would give just the mean, so the field of this mode must be weighted strongly toward the wells, where the electrons are.

## 6. What this does to a self-consistency cycle

Let an input density differ from the self-consistent one by a small \(\delta\). Keeping the Hartree potential and neglecting the change of exchange and correlation, the potential error is \(v\delta\) and the output error is \(\chi_0v\delta\). Linear mixing with parameter \(\alpha\) produces the new error

\[
\delta'=\delta+\alpha(\chi_0v\delta-\delta)=\left[1-\alpha(1-\chi_0v)\right]\delta .
\]

The operator \(1-\chi_0v\) has the same eigenvalues as \(1-v\chi_0\). Each mode is multiplied by \(1-\alpha\lambda\), and since \(\lambda\ge1\), all modes decay if

\[
0<\alpha<\frac{2}{\lambda_{\max}} .
\]

By (7), lengthening the cell of an insulator cannot push \(\lambda_{\max}\) beyond a fixed limit, as long as the gap of the whole cell and the peak density stay fixed, as they do when a bulk cell is repeated. A slab or junction whose gap shrinks with length, through surface states or a built-in field, is not covered. In the gas, the 20-cell box requires \(\alpha<2/302.5=0.0066\), and each doubling of a long box reduces this by about four. The large back-and-forth motion of long-wave charge at bigger \(\alpha\) is charge sloshing.

The threshold was tested in a nonlinear cycle for five cells of the moderate crystal, with the Hartree potential averaged over the two transverse directions. The response matrix predicts \(\lambda_{\max}=2.16\), hence a critical \(\alpha=0.926\). At 0.95 of that value each step multiplies the size of the error by 0.900; at 1.05 the factor is 1.100. These are \(|1-1.9|\) and \(|1-2.1|\). The value 2.16 is larger than \(\epsilon_{00}=1.85\) for the longest wave in this cell, so local fields matter for the choice of \(\alpha\) even here. The transverse averaging removes part of them: with the full three-dimensional Hartree potential the longest wave of the same cell has the eigenvalue 2.42, which requires \(\alpha\) below about 0.83.

## 7. Where the bound fails

The bound uses the gap of the same Hamiltonian that defines \(\chi_0\). As the gap closes, the right side of (6) diverges and the bound says nothing, consistent with the metal.

It also uses the locality of the potential. A nonlocal operator in \(H\) need not commute with \(V\), and then adds a term to the double commutator in (4). The plainest example is a scissor operator, which raises all empty states by \(\Delta\) and leaves the orbitals unchanged. The matrix elements stay the same while every transition energy grows, so the left side of (4) exceeds \(\int n|\nabla V|^2d^3r\).

In the deep crystal with \(\Delta=0.5\) hartree, the sum is 1.300 times the local value. The mean-density formula with the enlarged gap would allow \(\epsilon_{00}-1\le0.0249\), but the computed value is 0.0323, a clear violation. The inequality \(1/w\le w/E_g^2\) still holds, so the actual sum restores a valid limit: \(1.300\times0.0249=0.0324\). With a nonlocal pseudopotential or nonlocal exchange, the quantity to use in place of \(nq^2\) is therefore the left side of (4), computed for that Hamiltonian and divided by the volume \(\mathcal V\).

## Values computed for the example and the checks

```
lattice constant: 6.0 bohr
potential depth V0, moderate crystal: 0.3 hartree
mean density n: 0.009259 bohr^-3
4 pi n: 0.11636 hartree^2
fundamental gap: 0.20905 hartree = 5.689 eV
minimum direct gap: 0.29452 hartree
limit of -chi0/q^2: 0.074704 hartree^-1 bohr^-1
-chi0/q^2 at q = 0.001 bohr^-1: 0.074704 same unit
eps_00 as q -> 0: 1.9388 (dimensionless)
bound with direct gap: 2.3414 (dimensionless)
bound with fundamental gap: 3.6624 (dimensionless)
f-sum / (n q^2) at q = 0.4 bohr^-1: 1.00000000
largest eps_00 in q scan 0.02 to 3 bohr^-1: 1.9378
supercell length: 5 lattice constants
supercell -chi0, finite difference: 0.0029585 hartree^-1 bohr^-3
supercell -chi0, sum over states: 0.0029585 hartree^-1 bohr^-3
q for full matrix: 0.01047 bohr^-1
eps_00 in full matrix: 1.939 (dimensionless)
eps_M with local fields: 1.684 (dimensionless)
largest matrix eigenvalue: 2.46 (dimensionless)
peak density: 0.10577 bohr^-3
bound with peak density: 31.41 (dimensionless)
deep crystal V0: 3.0 hartree
deep crystal gap: 1.6626 hartree
deep crystal eps_00: 1.04200 (dimensionless)
deep crystal mean-density bound: 1.04209 (dimensionless)
deep crystal largest eigenvalue, at least: 1.46
deep crystal peak density: 0.7993 bohr^-3
deep crystal peak-density bound: 4.63
scissor shift in deep crystal: 0.5 hartree
scissor f-sum / (n q^2): 1.3003 (dimensionless)
scissor eps_00: 1.03229 (dimensionless)
scissor local-potential bound: 1.02488 (dimensionless)
electron gas k_F: 0.64963 bohr^-1
electron gas k_F/pi^2: 0.06582 hartree^-1 bohr^-3
length 5 A, q = 0.20944 bohr^-1: insulator eps_00 1.8459, gas eps 19.69
length 10 A, q = 0.10472 bohr^-1: insulator eps_00 1.9134, gas eps 76.26
length 20 A, q = 0.05236 bohr^-1: insulator eps_00 1.9323, gas eps 302.54
loop largest eigenvalue: 2.1594 (dimensionless)
loop critical mixing alpha: 0.9262 (dimensionless)
error factor at 0.95 critical alpha: 0.9000
error factor at 1.05 critical alpha: 1.1000
```
